\section*{Precursor exposure that saturates a deep cylindrical hole under Knudsen diffusion}

\section{Transport and uptake in the hole}

\subsection{The physical situation}

In atomic-layer deposition of a metal, a surface is exposed to a precursor vapour that reacts with it until the reactive sites are used up. On a flat surface every site faces the gas. At the bottom of a deep, narrow hole the same reaction takes far longer, provided that the molecules stick readily. The molecules must enter through a small mouth, travel from wall to wall, and pass the upper wall, which takes its own share first. If such a pulse ends much too early, the lower part of the hole stays nearly bare and the metal film does not reach it.

The quantity that measures the supply is the exposure, the time integral of the precursor's partial pressure at the mouth. The question is how large it must be for a hole of given depth and diameter. When the hole is so deep that molecules react before they can spread through it, the answer grows as the square of the aspect ratio, with the coefficient $3/2$. Both the square and the coefficient follow from the geometry of molecular flights in a cylinder and from counting the molecules that the wall takes up.

\subsection{Assumptions and definitions}

A straight cylindrical hole has diameter $d$, depth $L$ and aspect ratio $a=L/d$. The coordinate $z$ runs along the axis from the mouth, $z=0$, to the closed bottom, $z=L$. The gas outside has precursor partial pressure $P$, temperature $T$ and molecular mass $m$; $k$ is Boltzmann's constant. The wall has the same temperature. The assumptions are these.

\begin{enumerate}
\item Molecules inside the hole collide with the wall and not with each other. This requires a mean free path much longer than $d$.
\item A molecule that leaves the wall without having reacted does so by the cosine law: its probability of entering a solid angle $d\Omega$ is $u_n\,d\Omega/\pi$, where $u_n$ is the component of its unit direction vector along the inward normal.
\item The wall takes up at most $S$ molecules per unit area, irreversibly. The coverage $\theta$ is the fraction of this capacity in use, and $\theta=0$ at the start. A molecule that hits the wall is taken up with probability $s(1-\theta)$, where $s$ is the sticking probability on a bare wall and $0<s\le1$. This is Langmuir uptake.
\item The gas held in the hole is negligible beside the uptake, and the diameter does not change during the pulse.
\item The flux on the wall varies slowly over one diameter, so that transport can be described by diffusion. Just inside the mouth, the flux equals that on a surface outside.
\item The flat bottom takes up nothing. Its small contribution is added later.
\end{enumerate}

Let $\phi(z,t)$ be the number of molecules that hit unit wall area in unit time. The reduced exposure of a place on the wall is the number of hits per unit area up to time $t$, counted in units of the capacity:
\begin{equation}
e(x,t)=\frac1S\int_0^t\phi\,dt',\qquad x=\frac zd .
\label{edef}
\end{equation}
A value $e=1$ means that as many molecules have hit the place as it can hold. Under Langmuir uptake a place approaches full coverage without reaching it in finite time. Saturation therefore has to mean that the coverage at the bottom has reached a chosen value $\theta_b<1$, for instance $0.99$.

\subsection{Theorem}

In the diffusion model that Lemma 4 derives from the assumptions above, the reduced exposure at the mouth at the moment when the bottom coverage reaches $\theta_b$ is
\begin{equation}
e_0=\frac32a^2+\frac1s\ln\frac1{1-\theta_b}-\delta,
\qquad
0<\delta\le3a(1-\theta_b)\sqrt{\frac{\pi}{6s\theta_b}} .
\label{theorem}
\end{equation}
For fixed $\theta_b$ between 0 and 1, the ratio of $e_0$ to $3a^2/2$ tends to 1 as $sa^2\to\infty$. The required exposure is then, to leading order,
\begin{equation}
\int P\,dt=\frac32\,a^2\,S\sqrt{2\pi mkT}.
\label{main}
\end{equation}

Since $s\le1$, the condition $sa^2\gg1$ includes $a\gg1$. The coefficient $3/2$ belongs to an aspect ratio defined as depth over diameter. With depth over radius, $L/(d/2)=2a$, the same exposure would carry the coefficient $3/8$. Four lemmas prepare the proof.

\subsection{Lemma 1: the rate of hits}

\emph{A gas of number density $n$ in equilibrium strikes unit wall area at the rate}
\begin{equation}
\phi=\frac{n\bar v}{4}=\frac{P}{\sqrt{2\pi mkT}},\qquad
\bar v=\sqrt{\frac{8kT}{\pi m}} .
\label{imp}
\end{equation}

\emph{Proof.} Molecules with velocity component $w>0$ towards the wall arrive at the rate $nw$ times the probability density of $w$. Maxwell's distribution of one component gives
\begin{align}
\phi&=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty w\,e^{-mw^2/2kT}\,dw \nonumber\\
&=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}} .
\end{align}
Inserting $n=P/kT$ gives the second form in \eqref{imp}. For the first form the mean speed is needed. With $b=m/2kT$,
\begin{equation}
\bar v=4\pi\left(\frac b\pi\right)^{3/2}\int_0^\infty v^3e^{-bv^2}dv
=4\pi\left(\frac b\pi\right)^{3/2}\frac1{2b^2}
=\frac{2}{\sqrt{\pi b}}=\sqrt{\frac{8kT}{\pi m}} .
\end{equation}
One quarter of this is $\sqrt{8kT/(16\pi m)}=\sqrt{kT/(2\pi m)}$, the factor found above. This proves the lemma.

The mass and the temperature enter the final result through this lemma alone. Inside the hole, the problem is one of counting flights and hits, and the speed of a flight does not affect where it lands.

\subsection{Lemma 2: the mean square axial step}

\emph{For cosine-law emission from the wall of an infinitely long cylinder, the axial distance $\zeta$ covered in one flight has zero mean and}
\begin{equation}
\langle \zeta^2\rangle=\frac23d^2 .
\label{msq}
\end{equation}

\emph{Proof.} Place the starting point at the origin, with one axis along the inward normal, one along the tangent of the circular cross-section and one along the cylinder. The unit direction vector is $(u_n,u_t,u_z)$. In the plane of the cross-section, with normal coordinate $X$ and tangential coordinate $Y$, the wall is the circle $(X-d/2)^2+Y^2=d^2/4$, or $X^2+Y^2=Xd$. After a path length $\ell$ the molecule is at $X=\ell u_n$, $Y=\ell u_t$. It meets the wall when
\begin{equation}
\ell^2(u_n^2+u_t^2)=\ell u_n d
\quad\Longrightarrow\quad
\ell=\frac{u_nd}{u_n^2+u_t^2}=\frac{u_nd}{1-u_z^2}.
\end{equation}
The axial step is $\zeta=\ell u_z$. Now let $\beta$ be the angle between the flight and the cylinder axis, and $\alpha$ the angle between its projection on the cross-section and the normal. Then $u_z=\cos\beta$ and $u_n=\sin\beta\cos\alpha$, with $0<\beta<\pi$ and $-\pi/2<\alpha<\pi/2$, and
\begin{equation}
\zeta=d\,\frac{\cos\alpha\cos\beta}{\sin\beta} .
\end{equation}
The solid angle is $d\Omega=\sin\beta\,d\beta\,d\alpha$, so the cosine law assigns the probability $\sin^2\beta\cos\alpha\,d\beta\,d\alpha/\pi$. The two factors $\sin^2\beta$ cancel in the average:
\begin{align}
\langle\zeta^2\rangle
&=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\alpha\,d\alpha
\int_0^\pi\cos^2\beta\,d\beta \nonumber\\
&=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac23d^2 .
\end{align}
The mean of $\zeta$ vanishes because the directions $\beta$ and $\pi-\beta$ are equally likely. This proves the lemma.

\subsection{Lemma 3: the flow along the hole}

\emph{Where the flux $\psi(z)$ of molecules leaving unit wall area varies linearly over the range of typical flights, the net number of molecules crossing a section per unit time in the direction of increasing $z$ is}
\begin{equation}
Q=-\frac{\pi d^3}{3}\,\frac{d\psi}{dz}.
\label{flow}
\end{equation}

\emph{Proof.} Let $p(\zeta)$ be the probability density of the axial step; it is even in $\zeta$. A ring of wall of width $dy$ emits $\pi d\,\psi\,dy$ molecules per unit time. A molecule that starts a distance $y$ above the section crosses it if its step exceeds $y$. Molecules that start below cross in the opposite direction under the same condition. The net flow is therefore
\begin{equation}
Q=\pi d\int_0^\infty\bigl[\psi(z-y)-\psi(z+y)\bigr]
\int_y^\infty p(\zeta)\,d\zeta\,dy .
\end{equation}
For a linear variation the bracket is $-2y\,\psi'(z)$. Exchanging the order of integration, with $y$ now running from 0 to $\zeta$, gives
\begin{align}
Q&=-2\pi d\,\psi'\int_0^\infty p(\zeta)\int_0^\zeta y\,dy\,d\zeta
=-2\pi d\,\psi'\int_0^\infty\frac{\zeta^2}{2}\,p(\zeta)\,d\zeta \nonumber\\
&=-\pi d\,\psi'\,\frac{\langle\zeta^2\rangle}{2}.
\end{align}
The last step uses the fact that positive steps supply half of $\langle\zeta^2\rangle$. Lemma 2 then gives \eqref{flow}.

This is Knudsen diffusion. Dividing by the cross-section $\pi d^2/4$ and writing $\psi=n\bar v/4$, one finds the flux density
\begin{equation}
\frac{Q}{\pi d^2/4}=-\frac{4d}{3}\,\frac{d\psi}{dz}
=-\frac{d\,\bar v}{3}\,\frac{dn}{dz},
\end{equation}
so the diffusivity is $D=d\bar v/3$. The minus sign says that molecules drift from the mouth, where hits are frequent, towards the bottom, where they are rare.

\subsection{Lemma 4: the time-integrated balance}

\emph{In the diffusion model, the reduced exposure and the coverage at any moment of the pulse satisfy}
\begin{equation}
\frac{d^2e}{dx^2}=3\theta,\qquad
\theta=1-e^{-se},\qquad
\left.\frac{de}{dx}\right|_{x=a}=0 .
\label{balance}
\end{equation}

\emph{Proof.} Consider a slice of the hole between $z$ and $z+dz$. More molecules flow in than out, and the difference is taken up by the wall or stays in the gas:
\begin{equation}
-\frac{\partial Q}{\partial z}
=\pi d\,S\,\frac{\partial\theta}{\partial t}
+\frac{\pi d^2}{4}\,\frac{\partial n}{\partial t}.
\end{equation}
The last term is dropped by assumption 4. Its importance is measured by the ratio of the gas in a filled hole to the capacity of the wall, $(n\pi d^2L/4)/(\pi dLS)=nd/4S$.

The flux that leaves the wall is the incident flux less the uptake, $\psi=\phi-S\,\partial\theta/\partial t$. The diffusion model replaces $\psi$ by $\phi$ in \eqref{flow}. Integrated over the pulse and divided by $S$, the two differ by $\theta$, which is at most 1, whereas the exposures sought are of order $a^2$. With this replacement the balance becomes
\begin{equation}
\frac{\pi d^3}{3}\,\frac{\partial^2\phi}{\partial z^2}
=\pi d\,S\,\frac{\partial\theta}{\partial t}
\quad\Longrightarrow\quad
\frac{d^2}{3}\,\frac{\partial^2\phi}{\partial z^2}
=S\,\frac{\partial\theta}{\partial t}.
\end{equation}
Integrate from the start, where $\theta=0$, to time $t$. The left side contains $\int\phi\,dt'=Se$, and $\partial^2/\partial z^2=d^{-2}\,\partial^2/\partial x^2$. The factors $d^2$ and $S$ cancel, leaving $\tfrac13e''=\theta$.

For the coverage, Langmuir uptake states $S\,\partial\theta/\partial t=s\phi(1-\theta)$. Separating the variables and integrating from the bare wall gives
\begin{equation}
-\ln(1-\theta)=\frac sS\int_0^t\phi\,dt'=se ,
\end{equation}
which is the second relation in \eqref{balance}. Finally, no molecules are lost through the inert bottom, so $Q=0$ there at all times. By \eqref{flow} the gradient of $\phi$ vanishes at $x=a$, and so does its time integral. This proves the lemma.

Time has disappeared from \eqref{balance}. In this model the coverage depends on how much precursor has been offered at the mouth, and a low pressure held for a long time does the same as a high pressure held briefly. This is why exposure, rather than pressure or time separately, is the natural measure. The property would be lost if adsorbed molecules could desorb, because the wall would then respond to the duration of the pulse as well.

\section{The saturation exposure, its limits and an example}

\subsection{What is taken from the first half}

The hole has diameter $d$, depth $L$ and aspect ratio $a=L/d$, and $x$ is the distance from the mouth in diameters. The wall can take up $S$ molecules per unit area, $\theta$ is its coverage, and $s$ is the sticking probability on a bare wall. The reduced exposure $e(x)$ is the number of hits per unit area divided by $S$; its value at the mouth is $e_0$. A surface facing the gas is hit at the rate $P/\sqrt{2\pi mkT}$. In the diffusion model, with an inert bottom,
\begin{equation}
e''=3\theta,\qquad \theta=1-e^{-se},\qquad e'(a)=0 ,
\label{recall}
\end{equation}
where primes denote derivatives with respect to $x$. The flow along the hole is $Q=-(\pi d^3/3)\,d\phi/dz$, where $\phi$ is the rate of hits per unit wall area. The exposure sought is the value of $e_0$ at which the bottom coverage reaches a chosen $\theta_b<1$.

\subsection{Proof of the theorem}

Integrate $e''=3\theta$ from $x$ to the bottom. Since $e'(a)=0$,
\begin{equation}
e'(x)=-3\int_x^a\theta(y)\,dy .
\label{slope}
\end{equation}
The slope is negative, so the exposure falls with depth and the bottom is the least exposed place. A second integration, from the mouth to the bottom, gives
\begin{equation}
e_0-e(a)=3\int_0^a\int_x^a\theta(y)\,dy\,dx
=3\int_0^a y\,\theta(y)\,dy .
\label{identity}
\end{equation}
In the last step the order of integration was exchanged: for a given $y$, the variable $x$ runs from 0 to $y$ and contributes the factor $y$. If $\theta$ were 1 everywhere, the right side would be $3a^2/2$. The actual value is smaller by
\begin{equation}
\delta=3\int_0^a y\,[1-\theta(y)]\,dy>0 .
\end{equation}
The bottom exposure follows from $\theta_b=1-e^{-se(a)}$, that is, $e(a)=s^{-1}\ln[1/(1-\theta_b)]$. Together these give the equality in \eqref{theorem}.

It remains to bound $\delta$. Because the bottom is least exposed, $\theta\ge\theta_b$ throughout. Integrating \eqref{slope} from $x$ to $a$ and using this inequality,
\begin{equation}
e(x)=e(a)+3\int_x^a(y-x)\,\theta(y)\,dy
\ge e(a)+\frac32\theta_b(a-x)^2 .
\end{equation}
The uncovered fraction is $1-\theta=e^{-se}$, and $e^{-se(a)}=1-\theta_b$. Hence
\begin{equation}
1-\theta(x)\le(1-\theta_b)\,
e^{-\frac32s\theta_b(a-x)^2}.
\end{equation}
In $\delta$, replace the factor $y$ by its largest value $a$, and extend the integral over the distance from the bottom to infinity. Both steps can only raise the result:
\begin{align}
\delta&\le3a(1-\theta_b)\int_0^\infty
e^{-\frac32s\theta_bq^2}\,dq \nonumber\\
&=3a(1-\theta_b)\cdot\frac12\sqrt{\frac{2\pi}{3s\theta_b}}
=3a(1-\theta_b)\sqrt{\frac{\pi}{6s\theta_b}} .
\end{align}
Divided by $3a^2/2$, this bound is proportional to $(sa^2)^{-1/2}$, while the bottom exposure is proportional to $(sa^2)^{-1}$. Both vanish as $sa^2\to\infty$ at fixed $\theta_b$, which leaves $e_0\simeq3a^2/2$. To return to pressure, write
\begin{equation}
e_0=\frac1S\int\frac{P}{\sqrt{2\pi mkT}}\,dt
\quad\Longrightarrow\quad
\int P\,dt=e_0\,S\sqrt{2\pi mkT},
\end{equation}
which gives \eqref{main} and completes the proof.

\subsection{Remark: where the factor comes from}

The wall area divided by the mouth area is $\pi dL/(\pi d^2/4)=4a$. This is the number of molecules, in units of $S$ per mouth area, that must enter. Carrying one such unit to depth $x$ requires an exposure difference of $3x/4$, because the flow per mouth area is $4/3$ times the gradient of $e$. The mean depth of the wall is $a/2$. The product is
\begin{equation}
4a\cdot\frac34\cdot\frac a2=\frac32a^2 .
\end{equation}
One power of $a$ counts the wall to be filled, the other the distance to be travelled.

\subsection{Remark: low sticking}

The square law fails when $sa^2$ is not large. In the limit $sa^2\ll1$, molecules spread through the hole before they react, and the exposure is set by the slow reaction, $e_0\approx s^{-1}\ln[1/(1-\theta_b)]$, nearly as on a flat surface. Numerical integration of \eqref{recall} upward from the bottom, for $a=50$ and $\theta_b=0.99$, gives the following.

\begin{center}
\begin{tabular}{ccc}
$s$ & $sa^2$ & $e_0/(3a^2/2)$\\
\hline
$1$ & 2500 & 1.001\\
$0.1$ & 250 & 1.011\\
$0.01$ & 25 & 1.120\\
$0.001$ & 2.5 & 2.22\\
$0.0001$ & 0.25 & 13.3
\end{tabular}
\end{center}

\subsection{Remark: an interrupted pulse}

Suppose that the pulse stops early and $s$ is large enough for a narrow front. The wall is then nearly full down to a depth $X$, in diameters, and nearly bare below. With $\theta=1$ above the front and little exposure beyond it, the argument that led to \eqref{identity} gives $e_0\approx3X^2/2$, or
\begin{equation}
X\approx\sqrt{\frac{2e_0}{3}} .
\end{equation}
A quarter of the saturation exposure coats half the depth. Well ahead of the front $se\ll1$. The diffusion model then gives $e''\approx3se$ and a decay over $1/\sqrt{3s}$ diameters, which is 1.8 diameters for $s=0.1$. Cosine-law flights leave a weak tail that reaches further, because the probability of a long axial step falls only as a power of its length.

The diffusion results can be compared with a calculation in the same model that follows the pulse in time. At each step the steady equation $\phi''=3s(1-\theta)\phi$ is solved on 400 intervals, and the coverage is then advanced. For $a=50$, $s=0.1$ and one quarter of the leading exposure, the half-covered depth is 24.5 diameters, against 25.0 from the square-root law. The bottom reaches 99\,\% coverage at $e_0=3798$; the time-integrated equation gives 3793. These values belong to the diffusion model. With cosine-law flights between surfaces, which include the loss at the mouth, the half-covered depth at the same exposure is about 23 diameters. The side wall well below the front then stays nearly bare, but an absorbing flat bottom, which sees the mouth directly, is already about 3\,\% covered for $s=0.1$ and about 13\,\% for $s=1$.

\subsection{Remark: the bottom, the mouth and ballistic flight}

If the bottom also takes up $S$ per unit area, $\pi d^2S/4$ molecules must arrive there. The time-integrated flow is $-(\pi d^2S/3)\,e'$, so a full bottom requires $e'(a)=-3/4$ instead of zero. This adds a constant slope along the hole and raises $e_0$ by $3a/4$.

The mouth adds a term of the same order. Through the mouth, $4a$ units per mouth area must enter on balance. The inward stream there thus exceeds the outward one by $4a$, and the wall just inside, which sees about their mean, receives roughly $2a$ less than a surface outside; the calculation without diffusion below gives about $1.75a$ at the very edge of the mouth. For $a=50$ the two terms amount to $37.5+100=137.5$, or 3.7\,\% of $3a^2/2=3750$. Near the ends, however, diffusion itself is a rough description.

The whole effect can be calculated without diffusion. Divide the wall into rings, and treat the bottom as one uniform patch. Let $F_{ij}$ be the share of cosine-law flights from surface $i$ that land on surface $j$. Assume that every hit sticks until a place is full. When all surfaces are full, each has received $e_i$ and sent back $e_i-1$. Since $A_iF_{ij}=A_jF_{ji}$ for areas $A_i$, the hits on surface $i$ are
\begin{equation}
e_i=F_{i,\mathrm{mouth}}\,e_0+\sum_jF_{ij}(e_j-1).
\end{equation}
Put $e_i=e_0-g_i$. The shares from one surface add up to 1, so $e_0$ cancels:
\begin{equation}
g_i=\sum_jF_{ij}(g_j+1).
\end{equation}
The least exposed place has just received $e_i=1$, and therefore $e_0=1+\max_ig_i$. Solving these linear equations with rings $0.1\,d$ wide gives $e_0/(3a^2/2)=1.285$, $1.149$, $1.063$, $1.033$ and $1.022$ for $a=10$, $20$, $50$, $100$ and $150$. The combination
\begin{equation}
\frac{e_0(150)-2e_0(100)+e_0(50)}{2\cdot50^2}
\end{equation}
removes constant and linear terms and so gives a first estimate of the coefficient of $a^2$. Its value is 1.499 for these rings, 1.502 for rings half as wide and 1.503 in the limit of narrow rings. It does not remove a term in $a\ln a$, which the rare long flights contribute. A fit of the narrow-ring values for $a=20$ to 150 with terms in $a^2$, $a\ln a$, $a$ and a constant gives about $1.500\,a^2+0.53\,a\ln a+2.8\,a+3$, in agreement with the $3/2$ of the diffusion model. The finite ring width has a small effect: spreading each start and each landing evenly over a ring of width $0.1\,d$ adds $d^2/600$ to the mean square step, which lowers the leading term by about 0.25\,\%.

In the limit of narrow rings the five ratios above rise by about 0.003. For $a=50$, rings half as wide give an excess of 6.5\,\%, and the limit is about 6.6\,\%. The simple estimate of 3.7\,\%, or $2.75a$, is close to the linear term of the fit but misses the term in $a\ln a$. For $a=10$ the leading term alone is too small by a wide margin, and the end effects must be included.

\subsection{Example: tungsten in a narrow hole}

Consider the WF$_6$ half-cycle of tungsten atomic-layer deposition in a hole 100\,nm wide and 5000\,nm deep, so that $a=50$. The temperature is 573\,K and the WF$_6$ partial pressure is 0.1\,Torr. The molar mass is 297.8\,g/mol. A rough growth of $G=0.25$\,nm per cycle and a rough tungsten density of $\rho=19.3$\,g/cm$^3$ fix the uptake, with one W atom of mass $m_{\mathrm W}$ left by each molecule:
\begin{equation}
S=\frac{G\rho}{m_{\mathrm W}}=1.58\times10^{15}\ \mathrm{cm^{-2}} .
\end{equation}
With this value, $S\sqrt{2\pi mkT}=1.859\times10^{-5}$\,Torr\,s. The leading exposure and the pulse time $t$ at constant pressure are
\begin{align}
Pt&=\frac32\cdot50^2\cdot1.859\times10^{-5}\ \mathrm{Torr\,s}
=0.070\ \mathrm{Torr\,s},\\
t&=\frac{0.0697\ \mathrm{Torr\,s}}{0.1\ \mathrm{Torr}}
=0.70\ \mathrm{s}.
\end{align}
The exposure equals 9.3\,Pa\,s.

Take $s=0.1$, an assumed round value, and $\theta_b=0.99$. The bottom exposure is $\ln(100)/0.1=46.1$, and $\delta=3.35$, below its bound of 3.45. The diffusion model thus gives $e_0=3750+46.1-3.35\approx3793$, which is 1.1\,\% above the leading term. Adding the 6.5\,\% from the ends and from ballistic flight raises the exposure to about 0.075\,Torr\,s. This sum is an estimate, since the two effects were calculated separately.

\subsection{The model beside a real process}

The dimensions, temperature and pressure are meant as rough values for tungsten deposition; the sticking probability is an assumed value. With $s=0.01$ the diffusion model asks for 12\,\% more than the leading term instead of 1.1\,\%. Two assumptions hold well here. The gas in the hole is $2.7\times10^{-6}$ of the wall's capacity. At a total pressure of 1\,Torr, and with a rough collision diameter $\sigma=0.5$\,nm for all molecules, the mean free path $kT/(\sqrt2\,\pi\sigma^2P_{\mathrm{tot}})$ is about 53\,$\mu$m, some 530 hole diameters, if all molecules have the same mass. For a small share of WF$_6$ in a carrier gas of molecular mass $M$, the factor $\sqrt2$ becomes $\sqrt{1+m/M}$. In argon this leaves about 26\,$\mu$m, and in a gas as light as hydrogen about 6\,$\mu$m, some 60 hole diameters. Gas collisions cut the long axial flights: if each collision randomised the direction, the diffusivity in a long tube would fall by about 0.5\,\% at 530 diameters and by about 3\,\% at 60; a heavy molecule in a light gas tends to keep its direction, which makes the second figure smaller. Hydrogen present during the pulse would also reduce WF$_6$ continuously at this temperature, and the uptake would then not saturate as assumption 3 requires. The fixed diameter is a weaker assumption over many cycles. A film 5\,nm thick leaves an opening of 90\,nm, and at constant depth the leading exposure rises by $(100/90)^2=1.235$. This is the largest of the effects sized for the assumed $s=0.1$, and a pulse chosen for the empty hole would become too short as the film grows. Taper, desorption, sites blocked by by-products and etching of the film by WF$_6$ are left out and not sized. The pressure $P$ is that at the mouth, which can be lower than the pressure at the gas inlet if other surfaces consume precursor on the way.
